# Interface-state density from the slope of gate voltage against surface potential: a numerical check

```python
# Result under test: for a slowly swept MOS capacitor in depletion,
#   D_it = [C_ox (dVg/dpsi - 1) - C_s] / q
# Vg: gate voltage, psi: silicon surface potential, C_ox: oxide capacitance,
# C_s: trap-free silicon capacitance at the same psi, q: elementary charge,
# D_it: interface states per cm2 per eV. Capacitances are in F/cm2.
# The formula is tested against a numerical Poisson solution that contains
# silicon, oxide and interface states with Fermi occupation.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

q = const.e
temperature = 300.0
vt = const.k * temperature / q            # thermal voltage, V
eps0 = const.epsilon_0 / 100              # F/cm
eps_si, eps_ox = 11.7 * eps0, 3.9 * eps0
doping, n_i = 1e17, 1e10                 # rough typical values, cm^-3
half_gap = 0.56                          # eV
phi_f = vt * np.log(doping / n_i)

# Data of the exercise
slope, c_ox, c_s = 2.0, 0.5e-6, 0.2e-6


def density_from_slope(s, cox, cs):
    return (cox * (s - 1) - cs) / q


d_it = density_from_slope(slope, c_ox, c_s)
c_it = q * d_it
assert abs(d_it / 1e12 - 1.9) < 0.05


def rho(psi, na=doping):
    """Space charge in silicon, C/cm3 (Boltzmann carriers)."""
    return q * (na * np.expm1(-psi / vt) - n_i**2 / na * np.expm1(psi / vt))


def surface_field(psi, na=doping):
    u = psi / vt
    g = np.exp(-u) + u - 1 + (n_i / na)**2 * (np.exp(u) - u - 1)
    return np.sqrt(2 * q * na * vt / eps_si * g)


def silicon_capacitance(psi, na=doping):
    return -rho(psi, na) / surface_field(psi, na)


energy = np.linspace(-half_gap, half_gap, 2241)   # from midgap, eV


def trap_charge(psi, density):
    """Donors below midgap, acceptors above; charge and its derivative."""
    f = expit((psi - phi_f - energy) / vt)
    charge = q * density * (half_gap - trapezoid(f, energy))
    derivative = -q * density * trapezoid(f * (1 - f) / vt, energy)
    return charge, derivative


def solve_poisson(vg, density, h, frozen=None):
    """Return surface potential and gate charge found by summing charge."""
    n = int(round(300e-7 / h))
    psi = np.zeros(n)
    width = np.full(n, h)
    width[0] = h / 2
    k = eps_si / h
    for _ in range(80):
        qt, dqt = trap_charge(psi[0], density) if frozen is None else (frozen, 0.0)
        res = rho(psi) * width
        res[1:] += k * (psi[:-1] - psi[1:])
        res[:-1] += k * (psi[1:] - psi[:-1])
        res[-1] -= k * psi[-1]
        res[0] += c_ox * (vg - psi[0]) + qt
        drho = -q / vt * (doping * np.exp(-psi / vt)
                          + n_i**2 / doping * np.exp(psi / vt))
        band = np.zeros((3, n))
        band[0, 1:] = k
        band[2, :-1] = k
        band[1] = drho * width - 2 * k
        band[1, 0] += k - c_ox + dqt
        step = np.clip(solve_banded((1, 1), band, -res), -0.1, 0.1)
        psi += step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    qt = trap_charge(psi[0], density)[0] if frozen is None else frozen
    return psi[0], -(qt + np.sum(rho(psi) * width))


def simulated_measurement(vg, density, h):
    dv = 0.004
    center = solve_poisson(vg, density, h)[0]
    p_hi, q_hi = solve_poisson(vg + dv, density, h)
    p_lo, q_lo = solve_poisson(vg - dv, density, h)
    fixed = trap_charge(center, density)[0]
    f_hi = solve_poisson(vg + dv, density, h, fixed)[1]
    f_lo = solve_poisson(vg - dv, density, h, fixed)[1]
    return (center, 2 * dv / (p_hi - p_lo),
            (q_hi - q_lo) / (2 * dv), (f_hi - f_lo) / (2 * dv))


def remove_oxide(c):
    return 1 / (1 / c - 1 / c_ox)


# Bias point where silicon has the stated capacitance
psi_s = brentq(lambda p: silicon_capacitance(p) - c_s, 0.1, 0.6)
q_trap = trap_charge(psi_s, d_it)[0]
gate_charge = eps_si * surface_field(psi_s) - q_trap
vg_s = psi_s + gate_charge / c_ox

# Trap capacitance from a finite change of occupation
dp = 1e-3
c_it_fd = -(trap_charge(psi_s + dp, d_it)[0]
            - trap_charge(psi_s - dp, d_it)[0]) / (2 * dp)
assert abs(c_it_fd / c_it - 1) < 1e-3

# Recover the input density from simulated slopes and capacitances
mesh = 0.1e-7
results = []
for vg, density in ((vg_s, d_it), (0.45, 0.4e12)):
    p, s, clf, chf = simulated_measurement(vg, density, mesh)
    cs = silicon_capacitance(p)
    found = density_from_slope(s, c_ox, cs)
    high_low = (remove_oxide(clf) - remove_oxide(chf)) / q
    assert abs(found / density - 1) < 0.01
    assert abs(high_low / density - 1) < 0.01
    assert abs(clf / (c_ox * (1 - 1 / s)) - 1) < 1e-3
    assert abs(chf / (c_ox * cs / (c_ox + cs)) - 1) < 2e-3
    results.append((p, s, clf, chf, found, high_low))
sim = results[0]
assert abs(sim[0] - psi_s) < 1e-4 and abs(sim[1] - slope) < 2e-3
coarse = simulated_measurement(vg_s, d_it, 2 * mesh)
coarse_d = density_from_slope(coarse[1], c_ox, silicon_capacitance(coarse[0]))
mesh_shift = 100 * (sim[4] / coarse_d - 1)
assert abs(mesh_shift) < 0.5

# Residual trap response in the high-frequency measurement
sigma, velocity = 1e-15, 1e7             # rough values, cm2 and cm/s
hole_density = doping * np.exp(-psi_s / vt)
tau = 1 / (sigma * velocity * hole_density)
hole_occ = expit((energy - (psi_s - phi_f)) / vt)
hf_error = {}
for freq in (1e6, 1e4):
    w = 2 * np.pi * freq
    z = 1j * w * tau
    response = c_it * np.log(1 + z) / z
    integral = c_it * trapezoid(hole_occ * (1 - hole_occ) / vt
                                / (1 + z * hole_occ), energy)
    assert abs(integral / response - 1) < 2e-3
    measured = (1 / (1 / c_ox + 1 / (c_s + response))).real
    cs_apparent = remove_oxide(measured)
    hf_error[freq] = 100 * (density_from_slope(slope, c_ox, cs_apparent) / d_it - 1)
assert hf_error[1e4] < hf_error[1e6] < 0

# Thermal average of a U-shaped density cosh(E/E0)
e0 = 0.15
fermi = psi_s - phi_f
f = expit((fermi - energy) / vt)
average = trapezoid(np.cosh(energy / e0) * f * (1 - f) / vt, energy)
smear = average / np.cosh(fermi / e0)
x = np.pi * vt / e0
assert abs(smear / (x / np.sin(x)) - 1) < 1e-3

# Errors in the silicon capacitance
cs_doping = silicon_capacitance(psi_s, 1.1 * doping)
doping_error = 100 * (density_from_slope(slope, c_ox, cs_doping) / d_it - 1)
n_v, e_a, g_a = 2.7e19, 0.045, 4.0        # rough valence-band and boron data
ratio = g_a / n_v * np.exp(e_a / vt)
p_bulk = brentq(lambda p: p - doping / (1 + ratio * p), 0, doping)


def rho_partial(psi):
    p = p_bulk * np.exp(-psi / vt)
    return q * (p - doping / (1 + ratio * p))


field_partial = np.sqrt(-2 / eps_si * quad(rho_partial, 0, psi_s)[0])
cs_partial = -rho_partial(psi_s) / field_partial
ion_shift = 100 * (cs_partial / c_s - 1)
depletion_width = eps_si / c_s
# Rough size of potential fluctuations: random trap charge in a W x W patch
fluct = q * np.sqrt(abs(q_trap) / q) / depletion_width / (c_ox + c_s + c_it)
nodes, weights = np.polynomial.hermite_e.hermegauss(5)
cs_mean = np.sum(weights * silicon_capacitance(psi_s + fluct * nodes)) / np.sum(weights)
fluct_shift = 100 * (cs_mean / c_s - 1)

# Oxide field and generous direct-tunnelling bound
t_ox = eps_ox / c_ox
field_ox = gate_charge / eps_ox
barrier = (3.0 - abs(gate_charge / c_ox)) * q     # rough 3 eV barrier
kappa = np.sqrt(2 * 0.4 * const.m_e * barrier) / const.hbar
transmission = np.exp(-2 * kappa * t_ox / 100)
supply = q * const.m_e / (2 * np.pi**2 * const.hbar**3) * (10 * q) * (1 * q)
leak_bound = supply * transmission / 1e4          # A/cm2
ramp = 0.05
displacement = sim[2] * ramp
assert leak_bound < 1e-3 * displacement
assert abs(field_ox) < 1e7


def relative_change(s, cox, cs):
    return 100 * (density_from_slope(s, cox, cs) / d_it - 1)


u = 1e6
print(f"Input slope dVg/dpsi: {slope:.1f} V/V")
print(f"Input C_ox, C_s: {c_ox*u:.1f}, {c_s*u:.1f} uF/cm2")
print(f"Slope without traps: {1+c_s/c_ox:.2f} V/V")
print(f"Trap part of slope: {c_it/c_ox:.2f} V/V")
print(f"C_s + C_it: {(c_s+c_it)*u:.3f} uF/cm2")
print(f"C_it: {c_it*u:.3f} uF/cm2")
print(f"Elementary charge: {q:.4e} C")
print(f"D_it: {d_it:.3e} /(cm2 eV)")
print(f"D_it converted: {d_it*1e4:.3e} /(m2 eV)")
print(f"Wrong D_it, C_s omitted: {c_ox*(slope-1)/q:.2e} /(cm2 eV)")
print(f"Wrong D_it, the 1 omitted: {(c_ox*slope-c_s)/q:.2e} /(cm2 eV)")
print(f"D_it change, slope +1%: {relative_change(1.01*slope,c_ox,c_s):.2f} %")
print(f"D_it change, C_ox +1%: {relative_change(slope,1.01*c_ox,c_s):.2f} %")
print(f"D_it change, C_s +1%: {relative_change(slope,c_ox,1.01*c_s):.2f} %")
print(f"Temperature: {temperature:.0f} K; kT: {vt*1e3:.2f} meV")
print(f"Doping: {doping:.1e} /cm3; n_i: {n_i:.1e} /cm3")
print(f"Oxide thickness: {t_ox*1e7:.2f} nm")
print(f"Silicon eps/C_s: {depletion_width*1e7:.1f} nm")
print(f"Surface potential: {psi_s:.4f} V")
print(f"Bulk potential phi_F: {phi_f:.4f} V")
print(f"Fermi level from midgap at surface: {fermi:.3f} eV")
print(f"Vg without work-function shift: {vg_s:.4f} V")
print(f"Simulated slope: {sim[1]:.4f} V/V")
print(f"Simulated C_lf: {sim[2]*u:.4f} uF/cm2")
print(f"Simulated C_hf, frozen traps: {sim[3]*u:.4f} uF/cm2")
print(f"D_it from simulated slope: {sim[4]:.3e} /(cm2 eV)")
print(f"D_it from simulated C_lf, C_hf: {sim[5]:.3e} /(cm2 eV)")
print(f"Second case, input D_it: {density:.3e} /(cm2 eV)")
print(f"Second case, slope: {results[1][1]:.4f} V/V")
print(f"Second case, found D_it: {results[1][4]:.3e} /(cm2 eV)")
print(f"Mesh spacings: {2*mesh*1e7:.1f}, {mesh*1e7:.1f} nm")
print(f"D_it shift on halving mesh: {mesh_shift:.5f} %")
print(f"Rough capture cross section: {sigma:.0e} cm2")
print(f"Rough thermal velocity: {velocity:.0e} cm/s")
print(f"Surface hole density: {hole_density:.2e} /cm3")
print(f"Trap time constant: {tau*1e6:.2f} us")
print(f"D_it error, C_s from 1 MHz: {hf_error[1e6]:.1f} %")
print(f"D_it error, C_s from 10 kHz: {hf_error[1e4]:.1f} %")
print(f"U-shape energy E0: {e0:.2f} eV")
print(f"Thermal-average excess: {100*(smear-1):.1f} %")
print(f"D_it error, doping 10% too high: {doping_error:.1f} %")
print(f"Neutral acceptors in bulk: {100*(1-p_bulk/doping):.1f} %")
print(f"C_s shift, partial ionization: {ion_shift:.2f} %")
print(f"Potential fluctuation, rough: {fluct*1e3:.0f} mV")
print(f"C_s shift from fluctuation: {fluct_shift:.2f} %")
print(f"Degeneracy ratio p/N_v: {p_bulk/n_v:.4f}")
print(f"Oxide field: {field_ox/1e6:.3f} MV/cm")
print(f"Tunnelling current bound: {leak_bound:.0e} A/cm2")
print(f"Sweep rate: {ramp:.2f} V/s")
print(f"Displacement current: {displacement:.2e} A/cm2")
print("all tests passed")
```

Running it gives:

```
Input slope dVg/dpsi: 2.0 V/V
Input C_ox, C_s: 0.5, 0.2 uF/cm2
Slope without traps: 1.40 V/V
Trap part of slope: 0.60 V/V
C_s + C_it: 0.500 uF/cm2
C_it: 0.300 uF/cm2
Elementary charge: 1.6022e-19 C
D_it: 1.872e+12 /(cm2 eV)
D_it converted: 1.872e+16 /(m2 eV)
Wrong D_it, C_s omitted: 3.12e+12 /(cm2 eV)
Wrong D_it, the 1 omitted: 4.99e+12 /(cm2 eV)
D_it change, slope +1%: 3.33 %
D_it change, C_ox +1%: 1.67 %
D_it change, C_s +1%: -0.67 %
Temperature: 300 K; kT: 25.85 meV
Doping: 1.0e+17 /cm3; n_i: 1.0e+10 /cm3
Oxide thickness: 6.91 nm
Silicon eps/C_s: 51.8 nm
Surface potential: 0.2333 V
Bulk potential phi_F: 0.4167 V
Fermi level from midgap at surface: -0.183 eV
Vg without work-function shift: 0.2892 V
Simulated slope: 2.0000 V/V
Simulated C_lf: 0.2500 uF/cm2
Simulated C_hf, frozen traps: 0.1429 uF/cm2
D_it from simulated slope: 1.872e+12 /(cm2 eV)
D_it from simulated C_lf, C_hf: 1.872e+12 /(cm2 eV)
Second case, input D_it: 4.000e+11 /(cm2 eV)
Second case, slope: 1.4878 V/V
Second case, found D_it: 4.000e+11 /(cm2 eV)
Mesh spacings: 0.2, 0.1 nm
D_it shift on halving mesh: 0.00003 %
Rough capture cross section: 1e-15 cm2
Rough thermal velocity: 1e+07 cm/s
Surface hole density: 1.21e+13 /cm3
Trap time constant: 8.29 us
D_it error, C_s from 1 MHz: -3.2 %
D_it error, C_s from 10 kHz: -93.8 %
U-shape energy E0: 0.15 eV
Thermal-average excess: 5.1 %
D_it error, doping 10% too high: -3.3 %
Neutral acceptors in bulk: 7.3 %
C_s shift, partial ionization: 0.02 %
Potential fluctuation, rough: 18 mV
C_s shift from fluctuation: 0.29 %
Degeneracy ratio p/N_v: 0.0034
Oxide field: 0.081 MV/cm
Tunnelling current bound: 7e-23 A/cm2
Sweep rate: 0.05 V/s
Displacement current: 1.25e-08 A/cm2
all tests passed
```
